# Why three uniform Euler angles do not give random orientations: a numerical check

```python
"""Random rotations: which recipes are uniform, and how D^l tells.

Result under test: for R = Rz(alpha) Ry(beta) Rz(gamma) the invariant
measure is d(alpha) sin(beta) d(beta) d(gamma) / (8 pi^2). Uniform
cos(beta), or a normalised 4D Gaussian quaternion, samples it, and every
average of D^l with l >= 1 vanishes. Uniform beta instead leaves
<D^l_00> = [binomial(l, l/2) / 2^l]^2 for even l, and zero for odd l.

Symbols: alpha, beta, gamma are angles in radians; quaternions are
ordered (w, x, y, z); D^l = exp(-i alpha Jz) exp(-i beta Jy)
exp(-i gamma Jz); T_l = N sum |sample mean D^l_mk|^2 / (2l+1).
"""
from itertools import combinations, product
from math import comb

import numpy as np
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.stats import kstest

rng = np.random.default_rng(2718)
TWO_PI = 2 * np.pi


def angular_momentum(l):
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return m, jx, jy, np.diag(m)


def average_D(l, angles, weights=None):
    """Weighted mean of D^l, built by diagonalising Jy."""
    alpha, beta, gamma = angles
    if weights is None:
        weights = np.full(len(alpha), 1 / len(alpha))
    m, _, jy, _ = angular_momentum(l)
    mu, vec = np.linalg.eigh(jy)
    left = np.exp(-1j * np.outer(alpha, m)) * weights[:, None]
    middle = np.exp(-1j * np.outer(beta, mu))
    right = np.exp(-1j * np.outer(gamma, m))
    pair = (left[:, :, None] * right[:, None, :]).reshape(len(alpha), -1)
    size = 2 * l + 1
    phases = (pair.T @ middle).reshape(size, size, size)
    return np.einsum("mku,mu,ku->mk", phases, vec, vec.conj())


def norm2(matrix):
    return float(np.sum(np.abs(matrix) ** 2))


def statistic_T(l, angles):
    return len(angles[0]) * norm2(average_D(l, angles)) / (2 * l + 1)


def quaternion_product(p, q):
    vector = p[0] * q[1:] + q[0] * p[1:] + np.cross(p[1:], q[1:])
    return np.array([p[0] * q[0] - p[1:] @ q[1:], *vector])


def quaternion_from_euler(angles):
    a, b, g = np.asarray(angles) / 2
    qa = np.array([np.cos(a), 0, 0, np.sin(a)])
    qb = np.array([np.cos(b), 0, np.sin(b), 0])
    qg = np.array([np.cos(g), 0, 0, np.sin(g)])
    return quaternion_product(quaternion_product(qa, qb), qg)


def euler_from_quaternion(q):
    w, x, y, z = q.T
    sigma, delta = np.arctan2(z, w), np.arctan2(x, y)
    beta = 2 * np.arctan2(np.hypot(x, y), np.hypot(w, z))
    return sigma - delta, beta, sigma + delta


def rotation_matrices(angles):
    alpha, beta, gamma = angles
    z_axis, y_axis = [0, 0, 1], [0, 1, 0]
    first = Rotation.from_rotvec(np.outer(alpha, z_axis))
    second = Rotation.from_rotvec(np.outer(beta, y_axis))
    third = Rotation.from_rotvec(np.outer(gamma, z_axis))
    return (first * second * third).as_matrix()


def normalised(q):
    return q / np.linalg.norm(q, axis=1)[:, None]


def naive_angles(n):
    return (rng.uniform(0, TWO_PI, n), rng.uniform(0, np.pi, n),
            rng.uniform(0, TWO_PI, n))


def cosine_angles(n):
    return (rng.uniform(0, TWO_PI, n),
            np.arccos(1 - 2 * rng.uniform(0, 1, n)),
            rng.uniform(0, TWO_PI, n))


def gaussian_angles(n):
    return euler_from_quaternion(normalised(rng.normal(size=(n, 4))))


def cube_angles(n):
    return euler_from_quaternion(normalised(rng.uniform(-1, 1, (n, 4))))


# Euler angles recovered from quaternions describe the same rotations,
# both as 3x3 matrices and as exponentials of the angular momentum.
test_q = normalised(rng.normal(size=(12, 4)))
test_angles = euler_from_quaternion(test_q)
test_rot = Rotation.from_quat(test_q[:, [1, 2, 3, 0]])
assert np.allclose(rotation_matrices(test_angles), test_rot.as_matrix(),
                   atol=1e-12)
for l in (1, 2, 3):
    _, jx, jy, jz = angular_momentum(l)
    for i, v in enumerate(test_rot.as_rotvec()):
        direct = expm(-1j * (v[0] * jx + v[1] * jy + v[2] * jz))
        one = tuple(a[i:i + 1] for a in test_angles)
        assert np.allclose(direct, average_D(l, one), atol=1e-10)

# The closed quaternion components and the volume element, compared with
# quaternion products and with finite differences of those products.
volume_error = 0.0
step = 1e-5
for _ in range(20):
    e = np.array([rng.uniform(0, TWO_PI), rng.uniform(0.2, 2.9),
                  rng.uniform(0, TWO_PI)])
    sigma, delta, half = (e[0] + e[2]) / 2, (e[2] - e[0]) / 2, e[1] / 2
    closed = [np.cos(half) * np.cos(sigma), np.sin(half) * np.sin(delta),
              np.sin(half) * np.cos(delta), np.cos(half) * np.sin(sigma)]
    assert np.allclose(closed, quaternion_from_euler(e), atol=1e-13)
    jac = np.array([(quaternion_from_euler(e + step * u)
                     - quaternion_from_euler(e - step * u)) / (2 * step)
                    for u in np.eye(3)])
    volume = np.sqrt(np.linalg.det(jac @ jac.T))
    volume_error = max(volume_error, abs(volume - np.sin(e[1]) / 8))
assert volume_error < 1e-8

# Multiplication by a unit quaternion is an orthogonal map.
for p in test_q:
    lmat = np.array([quaternion_product(p, u) for u in np.eye(4)]).T
    rmat = np.array([quaternion_product(u, p) for u in np.eye(4)]).T
    assert np.allclose(lmat.T @ lmat, np.eye(4), atol=1e-12)
    assert np.allclose(rmat.T @ rmat, np.eye(4), atol=1e-12)


def angle_grid(beta, beta_weights, n_phi=10):
    phi = TWO_PI * np.arange(n_phi) / n_phi
    a, b, g = np.meshgrid(phi, beta, phi, indexing="ij")
    w = np.broadcast_to(beta_weights[None, :, None], a.shape) / n_phi**2
    return (a.ravel(), b.ravel(), g.ravel()), w.ravel()


# Exact averages by quadrature over all three angles, l = 1 to 6.
nodes, node_weights = np.polynomial.legendre.leggauss(12)
uniform_grid, uniform_w = angle_grid(np.arccos(nodes), node_weights / 2)
midpoints = np.pi * (np.arange(12) + 0.5) / 12
naive_grid, naive_w = angle_grid(midpoints, np.full(12, 1 / 12))
naive_D00, uniform_largest = {}, {}
for l in range(1, 7):
    good = average_D(l, uniform_grid, uniform_w)
    bad = average_D(l, naive_grid, naive_w)
    expected = np.zeros_like(bad)
    if l % 2 == 0:
        expected[l, l] = (comb(l, l // 2) / 2**l) ** 2
    assert np.max(np.abs(good)) < 1e-11
    assert np.allclose(bad, expected, atol=1e-11)
    naive_D00[l] = bad[l, l].real
    uniform_largest[l] = np.max(np.abs(good))
mean_R_naive = np.einsum("n,nij->ij", naive_w,
                         rotation_matrices(naive_grid))
assert np.max(np.abs(mean_R_naive)) < 1e-12

# The rotation group of a cube passes l = 1, 2, 3 and fails l = 4.
group = [s * u for u in np.eye(4) for s in (1, -1)]
group += [np.array(s) / 2 for s in product((1, -1), repeat=4)]
for i, j in combinations(range(4), 2):
    for si, sj in product((1, -1), repeat=2):
        element = np.zeros(4)
        element[i], element[j] = si / np.sqrt(2), sj / np.sqrt(2)
        group.append(element)
group = np.array(group)
group_matrices = Rotation.from_quat(group[:, [1, 2, 3, 0]]).as_matrix()
n_cube = len(np.unique(np.rint(group_matrices).reshape(-1, 9), axis=0))
assert n_cube == 24 and len(group) == 48
assert np.allclose(group_matrices, np.rint(group_matrices), atol=1e-12)
cube_norms = [norm2(average_D(l, euler_from_quaternion(group)))
              for l in range(1, 5)]
assert max(cube_norms[:3]) < 1e-20
assert abs(cube_norms[3] - 1) < 1e-10

# Sampling tests with four recipes.
N = 40000
samples = {"uniform beta": naive_angles(N),
           "uniform cos(beta)": cosine_angles(N),
           "Gaussian quaternion": gaussian_angles(N),
           "cube quaternion": cube_angles(N)}
T = {name: [statistic_T(l, ang) for l in range(1, 5)]
     for name, ang in samples.items()}
for name in ("uniform cos(beta)", "Gaussian quaternion"):
    for l in range(1, 5):
        # T_l has standard deviation sqrt(2)/(2l+1) for uniform rotations
        assert abs(T[name][l - 1] - 1) < 5 * np.sqrt(2) / (2 * l + 1)
assert T["uniform beta"][0] < 5 and T["uniform beta"][2] < 5
assert T["uniform beta"][1] > 100 and T["uniform beta"][3] > 50
sampled_D00 = {}
for name, ang in samples.items():
    sampled_D00[name] = average_D(2, ang)[2, 2].real
assert abs(sampled_D00["uniform beta"] - naive_D00[2]) < 5 / np.sqrt(N)

# Gaussian quaternions have uniform alpha, cos(beta) and gamma.
ga, gb, gg = samples["Gaussian quaternion"]
p_cos = kstest((1 + np.cos(gb)) / 2, "uniform").pvalue
assert p_cos > 1e-4
for angle in (ga, gg):
    assert kstest((angle % TWO_PI) / TWO_PI, "uniform").pvalue > 1e-4
naive_cos = np.cos(samples["uniform beta"][1])
assert kstest((1 + naive_cos) / 2, "uniform").pvalue < 1e-10

# Four uniform numbers: integral over a face of the 4D cube.
t = (nodes + 1) / 2
x, y, z = np.meshgrid(t, t, t, indexing="ij")
w3 = np.einsum("i,j,k->ijk", *[node_weights / 2] * 3)
fourth = np.sum(w3 * (1 + x**4 + y**4 + z**4)
                / (1 + x**2 + y**2 + z**2) ** 2)
cube_D00 = 2 * fourth - 1
assert abs(sampled_D00["cube quaternion"] - cube_D00) < 5 / np.sqrt(N)
assert abs(cube_D00) > 0.05

# Expected T_2 in small batches: noise floor and growth with N.
batch, repeats = 50, 400
batch_T = {}
for name, sampler, m2 in (("Gaussian quaternion", gaussian_angles, 0.0),
                          ("uniform beta", naive_angles,
                           naive_D00[2] ** 2)):
    values = np.array([statistic_T(2, sampler(batch))
                       for _ in range(repeats)])
    prediction = 1 + (batch - 1) * m2 / 5
    error = values.std(ddof=1) / np.sqrt(repeats)
    assert abs(values.mean() - prediction) < 5 * error
    batch_T[name] = (values.mean(), error, prediction)

# Worked example: orientation average of an axial polarizability.
parallel, perpendicular = 30.0, 12.0
tensor = np.diag([perpendicular, perpendicular, parallel])
mean_value = np.trace(tensor) / 3
anisotropy = parallel - perpendicular


def average_tensor(angles, weights):
    r = rotation_matrices(angles)
    rotated = r @ tensor @ r.transpose(0, 2, 1)
    return np.einsum("n,nij->ij", weights, rotated)


good_tensor = average_tensor(uniform_grid, uniform_w)
bad_tensor = average_tensor(naive_grid, naive_w)
assert np.allclose(good_tensor, mean_value * np.eye(3), atol=1e-10)
side = mean_value - anisotropy / 12
top = mean_value + anisotropy / 6
assert np.allclose(bad_tensor, np.diag([side, side, top]), atol=1e-10)
equal_w = np.full(N, 1 / N)
sampled_zz = {name: average_tensor(samples[name], equal_w)[2, 2]
              for name in ("uniform beta", "Gaussian quaternion")}
zz_tolerance = 5 * (anisotropy / 2) / np.sqrt(N)
assert abs(sampled_zz["uniform beta"] - top) < zz_tolerance
assert abs(sampled_zz["Gaussian quaternion"] - mean_value) < zz_tolerance

# Fraction of molecular axes near either pole.
cap_deg = 10.0
cap = np.radians(cap_deg)
cap_exact = {"uniform beta": 2 * cap / np.pi,
             "Gaussian quaternion": 1 - np.cos(cap)}
cap_sampled = {}
for name, p in cap_exact.items():
    b = samples[name][1]
    cap_sampled[name] = np.mean((b < cap) | (b > np.pi - cap))
    assert abs(cap_sampled[name] - p) < 5 * np.sqrt(p * (1 - p) / N)

print("All values dimensionless unless a unit is given")
print(f"Volume element, largest error: {volume_error:.1e}")
print("Exact averages by quadrature:")
for l in range(1, 7):
    print(f" l={l}: uniform beta <D_00> = {abs(naive_D00[l]):.6f},"
          f" correct max|<D>| = {uniform_largest[l]:.0e}")
print(f"Cube rotation group, number of rotations: {n_cube}")
print("Cube group, sum |<D^l_mk>|^2 for l=1..4:",
      " ".join(f"{v:.4f}" for v in cube_norms))
print(f"Samples per recipe N = {N}")
print("T_l for l = 1, 2, 3, 4:")
for name, values in T.items():
    print(f" {name}: " + " ".join(f"{v:.2f}" for v in values))
print("Sampled <D^2_00>:")
for name, value in sampled_D00.items():
    print(f" {name}: {value:.4f}")
print(f"Cube quaternion, <D^2_00> by face integral: {cube_D00:.4f}")
print(f"Gaussian quaternion, KS p-value of cos(beta): {p_cos:.3f}")
print(f"Mean T_2 over {repeats} batches of {batch} rotations:")
for name, (value, error, prediction) in batch_T.items():
    print(f" {name}: {value:.3f} +/- {error:.3f},"
          f" predicted {prediction:.4f}")
print(f"Polarizability parallel: {parallel:.1f} a.u.")
print(f"Polarizability perpendicular: {perpendicular:.1f} a.u.")
print(f"Mean polarizability: {mean_value:.1f} a.u.")
print(f"Anisotropy: {anisotropy:.1f} a.u.")
for label, avg in (("correct", good_tensor), ("uniform beta", bad_tensor)):
    print(f"Average xx, yy, zz, {label}: "
          + " ".join(f"{v:.3f}" for v in np.diag(avg)) + " a.u.")
for name, value in sampled_zz.items():
    print(f"Sampled zz, {name}: {value:.3f} a.u.")
print(f"Polar cap half-angle: {cap_deg:.0f} degrees")
for name in cap_exact:
    print(f"Fraction in both caps, {name}: exact {cap_exact[name]:.5f},"
          f" sampled {cap_sampled[name]:.5f}")
cap_ratio = (cap_exact["uniform beta"]
             / cap_exact["Gaussian quaternion"])
print(f"Excess of axes in the caps, ratio: {cap_ratio:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
All values dimensionless unless a unit is given
Volume element, largest error: 1.2e-11
Exact averages by quadrature:
 l=1: uniform beta <D_00> = 0.000000, correct max|<D>| = 6e-16
 l=2: uniform beta <D_00> = 0.250000, correct max|<D>| = 8e-16
 l=3: uniform beta <D_00> = 0.000000, correct max|<D>| = 3e-16
 l=4: uniform beta <D_00> = 0.140625, correct max|<D>| = 2e-16
 l=5: uniform beta <D_00> = 0.000000, correct max|<D>| = 2e-16
 l=6: uniform beta <D_00> = 0.097656, correct max|<D>| = 4e-16
Cube rotation group, number of rotations: 24
Cube group, sum |<D^l_mk>|^2 for l=1..4: 0.0000 0.0000 0.0000 1.0000
Samples per recipe N = 40000
T_l for l = 1, 2, 3, 4:
 uniform beta: 1.15 510.87 1.27 90.35
 uniform cos(beta): 2.07 0.79 1.10 1.10
 Gaussian quaternion: 0.98 1.17 0.89 1.07
 cube quaternion: 0.86 334.53 24.47 19.18
Sampled <D^2_00>:
 uniform beta: 0.2525
 uniform cos(beta): -0.0015
 Gaussian quaternion: 0.0018
 cube quaternion: -0.1446
Cube quaternion, <D^2_00> by face integral: -0.1434
Gaussian quaternion, KS p-value of cos(beta): 0.068
Mean T_2 over 400 batches of 50 rotations:
 Gaussian quaternion: 0.983 +/- 0.014, predicted 1.0000
 uniform beta: 1.591 +/- 0.022, predicted 1.6125
Polarizability parallel: 30.0 a.u.
Polarizability perpendicular: 12.0 a.u.
Mean polarizability: 18.0 a.u.
Anisotropy: 18.0 a.u.
Average xx, yy, zz, correct: 18.000 18.000 18.000 a.u.
Average xx, yy, zz, uniform beta: 16.500 16.500 21.000 a.u.
Sampled zz, uniform beta: 21.030 a.u.
Sampled zz, Gaussian quaternion: 18.022 a.u.
Polar cap half-angle: 10 degrees
Fraction in both caps, uniform beta: exact 0.11111, sampled 0.10990
Fraction in both caps, Gaussian quaternion: exact 0.01519, sampled 0.01582
Excess of axes in the caps, ratio: 7.31
ALL CHECKS PASSED
```
